**Weak-coupling domain wall in a bistable chain**

The program studies cells with reduced polarization \(p_i\), barrier \(U_0\) and nearest-neighbour coupling \(J\), using \(\varepsilon=J/(8U_0)\). The result under test is \(E_w=2J(1-2\varepsilon+2\varepsilon^2+\dots)\), with the wall narrowing to one bond as \(\varepsilon\to0\). A global search over gridded profiles is asserted to agree with the Newton solution at four couplings, and to give one sign change at the two weakest. Further assertions cover the energy bounds, the series coefficients, the decay of the deviations, the effective number of bonds \(N\) and the continuum law at strong coupling. All sign patterns of eight free cells are also relaxed at \(\varepsilon=0.01\), and those with several sign changes are asserted to cost more than the sharp single step. For \(U_0=100\) meV and \(J=8\) meV the output gives a wall energy of 15.683 meV per chain, with 98% of the polarization change on the central bond. As \(J\) falls to 0.08 meV, \(E_w/(2J)\) rises to 0.9998 and \(N\) falls to 1.0004.

## Verification by program

```python
"""Weak-coupling domain wall in a chain of bistable cells.

Energy: E = U0 sum (1-p_i^2)^2 + (J/2) sum (p_{i+1}-p_i)^2,
with p -> -1 on the left and p -> +1 on the right.
U0 = barrier of one cell, J = coupling, eps = J/(8 U0), e = E/(8 U0).
Result under test: E_wall = 2J (1 - 2 eps + 2 eps^2 + ...), and the
wall narrows to a single bond as eps -> 0.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize


def reduced_energy(profile, eps):
    """Energy of a complete profile in units of 8 U0."""
    cells = np.sum((1 - profile**2)**2) / 8
    return cells + eps * np.sum(np.diff(profile)**2) / 2


def relax(start, eps, mirror):
    """Newton solution; right end clamped at +1.
    Left neighbour is the mirror image -p[0], or a cell clamped at -1."""
    p = np.array(start, dtype=float)
    size = len(p)
    off = np.eye(size, k=1) + np.eye(size, k=-1)

    def gradient(q):
        first = -q[0] if mirror else -1.0
        left = np.concatenate(([first], q[:-1]))
        right = np.concatenate((q[1:], [1.0]))
        return (q**3 - q) / 2 + eps * (2*q - left - right)

    for _ in range(40):
        diagonal = (3*p**2 - 1) / 2 + 2*eps
        if mirror:
            diagonal[0] += eps
        step = np.linalg.solve(np.diag(diagonal) - eps*off, gradient(p))
        p -= step
        if np.max(np.abs(step)) < 1e-15:
            break
    assert np.max(np.abs(gradient(p))) < 1e-12
    return p


def wall(eps, half_size=80):
    """Bond-centred wall: complete profile, right half, reduced energy."""
    n = np.arange(1, half_size + 1)
    right = relax(np.tanh((n - 0.5) / (2*np.sqrt(eps))), eps, True)
    profile = np.concatenate(([-1.0], -right[::-1], right, [1.0]))
    return profile, right, reduced_energy(profile, eps)


def global_minimum(eps, cells=12):
    """Global search over all gridded profiles between clamped ends."""
    grid = np.linspace(-1.5, 1.5, 1501)
    start = int(np.argmin(np.abs(grid + 1)))
    end = int(np.argmin(np.abs(grid - 1)))
    bond = eps * (grid[:, None] - grid[None, :])**2 / 2
    site = (1 - grid**2)**2 / 8
    cost = bond[start] + site
    choices = []
    for _ in range(cells - 1):
        total = cost[:, None] + bond
        best = np.argmin(total, axis=0)
        choices.append(best)
        cost = total[best, np.arange(len(grid))] + site
    final = cost + bond[:, end]
    index = int(np.argmin(final))
    energy = final[index]
    path = [index]
    for best in reversed(choices):
        index = int(best[index])
        path.append(index)
    profile = np.concatenate(([-1.0], grid[path[::-1]], [1.0]))
    return energy, profile


# Global minimum, rigorous bounds and number of sign changes.
# Rounding cells to a grid of spacing 0.002 raises e by less than 1e-5.
for eps in (0.001, 0.01, 0.1, 0.3):
    searched, path = global_minimum(eps)
    e_wall = wall(eps)[2]
    assert -1e-9 < searched - e_wall < 1e-5
    assert 2*eps/(1 + 8*eps) < e_wall < 2*eps
    if eps <= 0.01:
        assert np.sum(path[1:] * path[:-1] < 0) == 1
        assert abs(np.max(np.diff(path))/2 - (1 - 2*eps)) < 0.003

# Minimum of the two-cell quadratic form behind the lower bound.
for eps in (0.01, 0.2):
    two_cells = minimize(
        lambda v: ((1-v[0])**2 + (1-v[1])**2)/8 + eps*(v[0]+v[1])**2/2,
        [0.3, 0.9])
    assert abs(two_cells.fun - 2*eps/(1 + 8*eps)) < 1e-8

# Every sign pattern of eight cells: several walls cost more than one.
eps_star = ((1 - 1/np.sqrt(3)) / 4)**2
eps_test = 0.01
assert eps_test < eps_star
single, multiple = [], []
for signs in itertools.product((-1, 1), repeat=8):
    relaxed = relax(signs, eps_test, False)
    full = np.concatenate(([-1.0], relaxed, [1.0]))
    energy = reduced_energy(full, eps_test)
    changes = np.sum(full[1:] * full[:-1] < 0)
    (single if changes == 1 else multiple).append(energy)
assert len(single) == 9
assert abs(min(single) - wall(eps_test)[2]) < 1e-7
assert min(multiple) > 2*eps_test

# Series coefficients, tail and width; the remainders are of order eps.
small = 1e-3
profile, right, e_small = wall(small)
assert abs((e_small - 2*small + 4*small**2)/small**3 - 4) < 0.01
assert abs((1 - right[0] - 2*small)/small**2) < 0.01
for n in (1, 2, 3):
    assert abs((1 - right[n-1])/small**n - 2) < 0.03
bonds_small = 1 / np.sum((np.diff(profile)/2)**2)
assert abs((bonds_small - 1)/small - 4) < 0.02

# Derivative of the minimized energy equals the explicit bond sum.
h = 1e-5
slope = (wall(eps_test + h)[2] - wall(eps_test - h)[2]) / (2*h)
bond_sum = np.sum(np.diff(wall(eps_test)[0])**2) / 2
assert abs(slope - bond_sum) < 1e-7
slope_small = np.sum(np.diff(profile)**2) / 2
assert abs((slope_small - 2 + 8*small)/small**2 - 12) < 0.1

# Continuum law holds for a broad wall and fails for a narrow one.
assert abs(wall(20.0)[2] / (2*np.sqrt(20.0)/3) - 1) < 2e-3
assert 2*np.sqrt(eps_test)/3 > 3*wall(eps_test)[2]

# Worked example with round model parameters.
U0 = 100.0       # meV
J = 8.0          # meV
area = 0.25      # nm^2 per chain
eps = J / (8*U0)
profile, right, _ = wall(eps)
jumps = np.diff(profile)
middle = len(jumps) // 2
cell_part = U0 * np.sum((1 - profile**2)**2)
central_part = J * jumps[middle]**2 / 2
outer_part = J * np.sum(jumps**2) / 2 - central_part
E_wall = cell_part + central_part + outer_part
E_series = 2*J*(1 - 2*eps + 2*eps**2)
assert abs(E_wall/E_series - 1) < 1e-6
per_area = E_wall*1e-3*constants.e / (area*1e-18) * 1e3

print(f"Barrier U0 = {U0:.1f} meV")
print(f"Coupling J = {J:.1f} meV")
print(f"Cross-section per chain = {area:.2f} nm^2")
print(f"eps = J/(8 U0) = {eps:.4f} (dimensionless)")
print(f"Threshold eps* = {eps_star:.5f} (dimensionless)")
print(f"Sharp-step energy 2J = {2*J:.4f} meV")
print(f"Lower bound 2J/(1+8 eps) = {2*J/(1+8*eps):.4f} meV")
print(f"Wall energy, series = {E_series:.4f} meV")
print(f"Wall energy, relaxed chain = {E_wall:.4f} meV")
print(f"Wall energy per area = {per_area:.3f} mJ/m^2")
print(f"Cell part = {cell_part:.4f} meV")
print(f"Central-bond part = {central_part:.4f} meV")
print(f"Outer-bond part = {outer_part:.4f} meV")
for n in (1, 2, 3):
    print(f"Deviation delta_{n} = {1-right[n-1]:.4e} (dimensionless)")
print(f"Lowest energy with several sign changes, 8 free cells = "
      f"{8*U0*min(multiple):.3f} meV")
print("Table: energies in meV; ratio, fraction, N dimensionless")
print("J | eps | E_wall | E_wall/(2J) | central fraction | N | continuum")
for coupling in (80.0, 8.0, 0.8, 0.08):
    x = coupling / (8*U0)
    shape, _, reduced = wall(x)
    fractions = np.diff(shape) / 2
    energy = 8*U0*reduced
    continuum = 8*U0*2*np.sqrt(x)/3
    print(f"{coupling:.2f} | {x:.4f} | {energy:.5f} | "
          f"{energy/(2*coupling):.5f} | {np.max(fractions):.5f} | "
          f"{1/np.sum(fractions**2):.5f} | {continuum:.3f}")
print("checks complete")
```

Printed output:

```
Barrier U0 = 100.0 meV
Coupling J = 8.0 meV
Cross-section per chain = 0.25 nm^2
eps = J/(8 U0) = 0.0100 (dimensionless)
Threshold eps* = 0.01116 (dimensionless)
Sharp-step energy 2J = 16.0000 meV
Lower bound 2J/(1+8 eps) = 14.8148 meV
Wall energy, series = 15.6832 meV
Wall energy, relaxed chain = 15.6832 meV
Wall energy per area = 10.051 mJ/m^2
Cell part = 0.3136 meV
Central-bond part = 15.3665 meV
Outer-bond part = 0.0031 meV
Deviation delta_1 = 1.9998e-02 (dimensionless)
Deviation delta_2 = 1.9613e-04 (dimensionless)
Deviation delta_3 = 1.9231e-06 (dimensionless)
Lowest energy with several sign changes, 8 free cells = 46.400 meV
Table: energies in meV; ratio, fraction, N dimensionless
J | eps | E_wall | E_wall/(2J) | central fraction | N | continuum
80.00 | 0.1000 | 131.24202 | 0.82026 | 0.80303 | 1.51243 | 168.655
8.00 | 0.0100 | 15.68320 | 0.98020 | 0.98000 | 1.04102 | 53.333
0.80 | 0.0010 | 1.59680 | 0.99800 | 0.99800 | 1.00401 | 16.865
0.08 | 0.0001 | 0.15997 | 0.99980 | 0.99980 | 1.00040 | 5.333
checks complete
```
